# Hot-carrier lifetime and the substrate-to-drain current ratio

## Result and conventions

An n-channel MOSFET is held under constant bias until interface damage near the drain reaches a fixed failure criterion. Let $\tau$ be the time this takes, $I_d/W$ the drain current per unit width, and $I_{sub}$ the substrate current, carried by holes from impact ionization. If ionization and damage are both governed by the same exponential tail of hot-electron energies, with field-independent prefactors, then

$$\tau\,\frac{I_d}{W}=K\left(\frac{I_{sub}}{I_d}\right)^{-m},\qquad m=\frac{\phi_{it}}{\phi_i}. \tag{1}$$

Here $\phi_i$ and $\phi_{it}$ are the threshold energies for ionization and for interface damage. The peak lateral field $E_m$ has disappeared, so two terminal currents replace a quantity that cannot be measured directly. Multiplying out the currents gives the equivalent form $\tau=K\,W\,I_d^{\,m-1}I_{sub}^{-m}$.

The constant ionization prefactor is an approximation. When ionization is summed along a nearly exponential field, and multiplication is weak, the local slope becomes

$$m_{loc}=\frac{\phi_{it}}{\phi_i}\,x\,e^{x}E_1(x),\qquad x=\frac{\phi_i}{q\lambda E_m},\qquad E_1(x)=\int_x^\infty\frac{e^{-u}}{u}\,du, \tag{2}$$

where $\lambda$ is the hot-electron mean free path. Throughout, $q>0$, $E$ is the magnitude of the lateral field, and thresholds are energies, so $\phi/q$ is a voltage.

## The energy tail

Consider first a uniform field. An electron that starts from rest and moves a distance $s$ without collision gains energy $qEs$. The probability $P$ of surviving to $s$ obeys $dP/ds=-P/\lambda$ with $P(0)=1$, hence $P=e^{-s/\lambda}$. Reaching energy $\phi$ requires $s=\phi/(qE)$, so

$$P(\phi)=\exp\left(-\frac{\phi}{q\lambda E}\right). \tag{3}$$

The model assumes that each collision returns the electron to rest. Its one parameter is the energy $\theta=q\lambda E$, the mean energy gained between collisions.

Equation (3) was tested on a stationary chain in which an electron either gains 2.5 meV or collides and restarts. For $\lambda=7.8$ nm and $E=0.3688$ MV/cm, the fractions above 1.3 and 3.7 eV are $1.069\times10^{-2}$ and $2.456\times10^{-6}$. Equation (3) gives $1.09\times10^{-2}$ and $2.60\times10^{-6}$. The deficits of about 2% and 5% come from the finite step: with collision probability $p$ per step, $\ln(1-p)\simeq-p-p^2/2$, so each exponent is too large by the fraction $p/2\simeq0.4\%$.

If the mean free path depends on energy, then $ds=d\varepsilon/(qE)$ turns the survival law into

$$P(\phi)=\exp\left(-\frac{1}{qE}\int_0^{\phi}\frac{d\varepsilon}{\lambda(\varepsilon)}\right). \tag{4}$$

The logarithm is still proportional to $1/E$, so eliminating the field will still give a power law, but its exponent is the ratio of the two integrals in (4). As a trial, let $\lambda$ be 0.8 of its former value above $\phi_i$. Then

$$m=1+\frac{3.7-1.3}{0.8\times1.3}=3.31,$$

compared with $3.7/1.3=2.85$ for constant $\lambda$. The chain, solved at two fields, gives 3.31 and 2.85 respectively. A measured exponent therefore does not by itself fix the ratio of thresholds.

In a transistor the field varies along the channel. The further assumption is that (3) holds locally, with $E$ replaced by its value at the point considered. This assumption is examined below, because the example violates its simplest justification.

## From damage rate to lifetime

Let $N$ be the density of interface traps at the field peak. Hot electrons break hydrogen-passivated bonds at the rate

$$G=C\,\frac{I_d}{W}\exp\left(-\frac{\phi_{it}}{q\lambda E_m}\right), \tag{5}$$

with $C$ constant. This requires a supply of unbroken bonds that is hardly depleted. Released hydrogen, of concentration $h$ at the interface, can repassivate a trap at rate $kNh$, or leave at rate $vh$. If little hydrogen is stored at the interface, each net new trap is matched by one departing hydrogen atom:

$$\frac{dN}{dt}=G-kNh,\qquad \frac{dN}{dt}=vh. \tag{6}$$

The second equation gives $h=(dN/dt)/v$. Inserting this in the first and collecting the derivative gives

$$\left(1+\frac{k}{v}N\right)\frac{dN}{dt}=G. \tag{7}$$

Under constant stress $G$ does not depend on time. Integration from $N(0)=0$ yields

$$N+\frac{k}{2v}N^2=Gt. \tag{8}$$

Failure at $N=N_f$ therefore fixes the product

$$G\tau=D_f,\qquad D_f=N_f+\frac{k}{2v}N_f^2. \tag{9}$$

Trap growth itself need not be linear in time. With $a=k/(2v)$, equations (7) and (8) give

$$\frac{d\ln N}{d\ln t}=\frac{t}{N}\frac{dN}{dt}=\frac{1+aN}{1+2aN}, \tag{10}$$

which falls from 1 when recapture is negligible towards $1/2$ when it dominates. This growth exponent does not enter $m$, because a change of $G$ merely rescales time.

A test integrated the trap and hydrogen balances with a small hydrogen storage term, in scaled units with $k=4$, $v=1$ and $N_f=1$. For generation rates 1 and 0.1 it gave $G\tau=3.0008$ and $3.0001$; equation (9) gives 3. The growth exponent, taken as a secant between $N=1$ and $N=1.02$, was 0.599, which is also what (8) gives over that interval; (10) gives $3/5$ at $N=1$.

Substituting (5) into (9) and solving for the lifetime,

$$\tau\,\frac{I_d}{W}=C'\exp\left(\frac{\phi_{it}}{q\lambda E_m}\right),\qquad C'=\frac{D_f}{C}. \tag{11}$$

## Eliminating the peak field

Ionization per channel electron follows the same tail with the lower threshold. With a constant prefactor,

$$R\equiv\frac{I_{sub}}{I_d}=C_1\exp\left(-\frac{\phi_i}{q\lambda E_m}\right). \tag{12}$$

Taking the logarithm and solving for the unknown combination gives

$$\frac{1}{q\lambda E_m}=-\frac{1}{\phi_i}\ln\frac{R}{C_1}. \tag{13}$$

Insert this in (11):

$$\tau\frac{I_d}{W}=C'\exp\left(-\frac{\phi_{it}}{\phi_i}\ln\frac{R}{C_1}\right)=C'C_1^{\,m}R^{-m}. \tag{14}$$

This is (1), with $K=C'C_1^m$. The sign is physical: a larger field raises $R$ and shortens the lifetime. The exponent exceeds one because damage needs the higher energy and is therefore more sensitive to the field.

The elimination uses the product $\lambda E_m$ alone. A change of drain bias moves the device along one line in a plot of $\ln(\tau I_d/W)$ against $\ln R$, provided the thresholds and prefactors stay fixed.

## The field near the drain

To find how constant $C_1$ is, the field profile is needed. Let $y$ run from the point where carriers reach saturated velocity towards the drain, and let $V(y)$ be the potential relative to that point, with $E=dV/dy$. Apply Gauss's law to a slice of silicon of thickness $dy$ and depth $x_j$, the junction depth, neglecting flux through its lower face.

At $y=0$, where $dE/dy$ is taken as negligible, flux from the gate balances the charge in the slice. Further on, the mobile charge is unchanged, since current and velocity are constant. The gate flux has dropped by $\epsilon_{ox}V/t_{ox}$ per unit area, and the lateral field must make up the difference:

$$\epsilon_{si}x_j\frac{dE}{dy}=\frac{\epsilon_{ox}}{t_{ox}}V. \tag{15}$$

Thus

$$\frac{d^2V}{dy^2}=\frac{V}{l^2},\qquad l^2=\frac{\epsilon_{si}}{\epsilon_{ox}}t_{ox}x_j. \tag{16}$$

With $V(0)=0$ and $E(0)=E_{sat}$ the solution is

$$V=lE_{sat}\sinh\frac{y}{l},\qquad E=E_{sat}\cosh\frac{y}{l}. \tag{17}$$

The identity $\cosh^2-\sinh^2=1$, used at the drain end where $V=\Delta V\equiv V_D-V_{Dsat}$, gives the peak field:

$$E_m=\sqrt{E_{sat}^2+\left(\frac{\Delta V}{l}\right)^2}. \tag{18}$$

## The corrected slope

Let the electron current $I$ grow by ionization as $dI/dy=\alpha I$, with $\alpha=A\,e^{-B/E}$ and $B=\phi_i/(q\lambda)$. Ionization by the holes is neglected. If $I_0$ enters the region, then $I_d=I_0e^S$ with $S=\int\alpha\,dy$. The generated holes carry $I_{sub}=I_d-I_0$, so

$$R=1-e^{-S}\simeq S\quad(S\ll1). \tag{19}$$

From (17), $dE/dy=\sqrt{E^2-E_{sat}^2}/l$. Most ionization occurs where $E\gg E_{sat}$, so $dy\simeq l\,dE/E$. Setting $u=B/E$ gives $dE/E=-du/u$, and

$$S\simeq Al\int_{x}^{B/E_{sat}}\frac{e^{-u}}{u}\,du\simeq Al\,E_1(x),\qquad x=\frac{B}{E_m}. \tag{20}$$

The upper limit may be replaced by infinity because $B/E_{sat}$ is about 42 in the example.

Equation (11) reads $\ln(\tau I_d/W)=\text{const}+(\phi_{it}/\phi_i)x$, while (20) gives

$$\frac{d\ln S}{dx}=-\frac{e^{-x}}{xE_1(x)}. \tag{21}$$

Dividing the two derivatives and changing the sign produces (2).

The size of the correction follows from $F(x)=xe^xE_1(x)$. Substituting $u=x+t$,

$$F(x)=\int_0^\infty e^{-t}\frac{x}{x+t}\,dt=1-\int_0^\infty te^{-t}\frac{1}{x+t}\,dt. \tag{22}$$

The function $1/(x+t)$ is convex in $t$, so its average exceeds its value at the average $t$. The normalized weight $e^{-t}$ has mean 1, and the normalized weight $te^{-t}$ has mean 2. The two forms in (22) then give

$$\frac{x}{x+1}<F(x)<\frac{x+1}{x+2}. \tag{23}$$

Hence $m_{loc}<\phi_{it}/\phi_i$, with equality approached in (2) as $x\to\infty$. That limit is formal for the profile (17), where $E_m$ cannot fall below $E_{sat}$ and (20) requires $E_m\gg E_{sat}$. The slope lies below $\phi_{it}/\phi_i$ because a higher peak field also widens the region that ionizes effectively. $R$ then rises faster than its exponential factor, and the lifetime changes less for a given change of $R$.

The length $l$ matters too. At fixed $S$, (20) requires $d\ln l=-d\ln E_1=dx/F$, so $d\ln(\tau I_d/W)/d\ln l=(\phi_{it}/\phi_i)F=m_{loc}$. Devices with different oxide thickness or junction depth therefore lie on displaced lines, even if their thresholds are equal.

The correction also depends on what is counted as damage. If failure is set by traps summed along the channel, and growth is linear, the damage integral is proportional to $lE_1(rx)$ with $r=\phi_{it}/\phi_i$. The slope against $S$ is then $rF(x)/F(rx)$. Since damage now has a widening region of its own, part of the correction cancels.

## Worked example

Take a silicon device of the 5 V generation with rough typical values: $t_{ox}=25$ nm, $x_j=300$ nm, $\epsilon_{si}/\epsilon_{ox}=3$, $E_{sat}=0.04$ MV/cm, $V_{Dsat}=1.5$ V, $\phi_i=1.3$ eV, $\phi_{it}=3.7$ eV, $\lambda=7.8$ nm and $A=0.2$ nm$^{-1}$. Equation (16) gives $l=\sqrt{3\times25\times300}=150$ nm.

The stress is at $V_D=7.0$ V with $I_d/W=0.12$ mA/µm. Use is at 5.5 V, a 5 V supply plus ten percent, with 0.10 mA/µm. $V_{Dsat}$ is held fixed. The stress lifetime is chosen as $10^4$ s; it is not predicted.

| Quantity | Stress | Use |
|---|---:|---:|
| $E_m$ (MV/cm) | 0.369 | 0.270 |
| $x$ | 4.519 | 6.181 |
| $S$, integrated | 0.0614 | 0.00891 |
| $S$, from (20) | 0.0608 | 0.00878 |
| $R$ | 0.0595 | 0.00887 |
| $m_{loc}$, from (2) | 2.39 | 2.49 |

The integrated values come from solving the field and multiplication equations together, keeping $E_{sat}$. The closed form is low by about 1% and 1.5%. Numerical slopes against $S$ from the same equations are 2.40 and 2.50, which supports (2).

The simple law, anchored at the stress point, predicts

$$\tau_{use}=10^4\,\text{s}\times\frac{0.12}{0.10}\left(\frac{0.05952}{0.008873}\right)^{2.846}=2.7\times10^6\ \text{s}. \tag{24}$$

The direct rate law (11), whose exponent is $(\phi_{it}/\phi_i)x$, predicts

$$\tau_{use}=10^4\,\text{s}\times1.2\times e^{2.846(6.181-4.519)}=1.4\times10^6\ \text{s}. \tag{25}$$

These are 0.086 and 0.043 years of continuous stress. The simple law is too long by a factor of 2.0 relative to the direct law. Using $S$ and the slope 2.447, evaluated from (2) at the mean $x$, gives $1.35\times10^6$ s, within about 1% of (25). Within this model, then, extrapolation to lower $R$ with the bare threshold ratio is optimistic as long as multiplication is weak and $E_m\gg E_{sat}$. Outside that range the local slope against $R$ for the profile (17) can exceed the ratio: it is 2.91 at $\Delta V=9$ V, where $R=0.41$, and again at $\Delta V=0.5$ V. The average slope against $R$ between the two biases is 2.49, or 2.64 if damage is summed over the channel; against $R$ it is slightly steeper than against $S$, because multiplication lowers $R$ more at stress.

Other changes can be sized for the same pair of biases:

- Multiplication makes $R$ smaller than $S$ by 3% at stress and 0.4% at use, so avalanche growth is a small correction here.
- Raising $\phi_{it}$ by 0.2 eV at both biases, with the stress lifetime held fixed, multiplies the simple-law prediction by 1.34. If only the use value rose, as a change of oxide field might cause, (11) would give $\exp(0.2\,\text{eV}/\theta)$ with $\theta=1.3\,\text{eV}/6.181=0.21$ eV, a factor of about 2.6. The fixed exponent $\phi_{it}/\phi_i$ in (24) therefore assumes the same damage threshold at both biases.
- Let phonons of roughly 63 meV limit $\lambda$, with emission and absorption making $\lambda\propto1/(1+2n)$, where $n$ is the Bose occupation. Warming from 300 to 373 K shortens $\lambda$ to 7.0 nm. With the use field, drain current, thresholds and prefactors held fixed, $S\simeq R$ falls to 0.45 of its value at 300 K and the lifetime rises by a factor of 7.5. The corresponding slope, $\ln7.479/(-\ln0.4478)=2.50$, is close to the bias slope because, with the prefactors fixed, both changes act through $x$. The agreement depends on that assumption: if $A$ alone scaled as $1/\lambda$, $S$ would fall to 0.50 of its value and the slope would be 2.89.

## Where the flight picture fails

Equation (3) was derived for a uniform field, but the field in (17) falls away behind its peak. An electron that reaches the drain end with energy $\phi$ after one collision-free flight must have started where $V=\Delta V-\phi/q$. Inverting (17) at the two ends gives the length of that flight:

$$d(\phi)=l\left[\sinh^{-1}\frac{\Delta V}{lE_{sat}}-\sinh^{-1}\frac{\Delta V-\phi/q}{lE_{sat}}\right]. \tag{26}$$

When both arguments are large, $\sinh^{-1}z\simeq\ln(2z)$ and

$$d(\phi)\simeq-l\ln\left(1-\frac{\phi}{q\Delta V}\right). \tag{27}$$

For $q\Delta V\gg\phi$ this becomes $l\phi/(q\Delta V)\simeq\phi/(qE_m)$, the distance used in the local law. The example is far from that limit for damage: $\Delta V$ is 5.5 V at stress and 4.0 V at use, against $\phi_{it}/q=3.7$ V. The local distances are 100 and 137 nm, whereas (26) gives 164 and 317 nm. For ionization the disagreement is milder, 35 and 48 nm against 40 and 58 nm.

If survival over these real distances set both rates, with constant prefactors, the exponent between the two biases would be

$$m_{flight}=\frac{d_{it}^{use}-d_{it}^{stress}}{d_i^{use}-d_i^{stress}}\simeq8.6. \tag{28}$$

At these biases, literal flights from rest therefore do not lead to (1) with $m=\phi_{it}/\phi_i$. The bare ratio returns in the limit $q\Delta V\gg\phi_{it}$, where (27) makes both distances local. Below $\Delta V=3.7$ V, a flight from rest inside the high-field region could not reach the damage threshold at all.

A condition on the energy distribution would be enough to restore (1): the populations above both thresholds vary with bias as $e^{-\phi/\theta}$ with a common $\theta$, apart from constant prefactors. For the present device this is a postulate about the hot-electron distribution, and the uniform-field calculation does not prove it.

## Comparison with real transistors

The dimensions, fields and current ratios above are in the rough range of silicon n-channel devices of the 5 V generation. The lifetime scale is arbitrary, and continuous bias is harsher than a switching duty in which the damaging bias is present for part of the time, provided damage depends only on the total time spent at that bias. Measured exponents for such devices are roughly 3. With the thresholds assumed here, that is near the 2.4 to 2.8 of the local model and far from the 8.6 of literal flights, or the 7.4 obtained when ionization by such flights is summed along the channel. The nearness is partly built in, since 3.7 eV is the value commonly inferred from a measured slope near 2.9 through the bare ratio; with the corrected average slope of the example, a slope of 2.9 would need $\phi_{it}\simeq4.3$ eV. This does not decide between the two pictures, because both numbers depend on the assumed $\phi_{it}$: with $\phi_{it}=2.5$ eV, (26) and (28) would give about 2.9. Nor does the exponent fix the ratio of thresholds within the local model, since the trial change of mean free path alone moved it from 2.85 to 3.31. The field profile also breaks the assumption of locality, and for the two biases used here replacing it by literal flights changes the exponent from 2.85 to 8.6.

For extrapolation, the safer procedure under these conditions is to measure the slope on the same device type, at one temperature and with the same damage mechanism, and to allow for its drift with bias, which is slow in the local model but need not be slow when locality fails. In transistors whose drain voltage lies well below the damage threshold, this derivation gives no ground for carrying the same power law over. The computed values are collected in the numerical output.

## Computed values

```
phi_i: 1.3 eV
phi_it: 3.7 eV
mean free path at 300 K: 7.8 nm
ionization prefactor A: 0.2 1/nm
B = phi_i/(q lambda): 1.667 MV/cm
phi_it/(q lambda): 4.744 MV/cm
oxide thickness: 25 nm
junction depth: 300 nm
field decay length l: 150 nm
saturation field: 0.04 MV/cm
V_Dsat: 1.5 V
V_D stress, use: 7.0, 5.5 V
Id/W stress, use: 0.12, 0.10 mA/um
chosen stress lifetime: 1e+04 s
Em stress, use: 0.3688, 0.2696 MV/cm
x stress, use: 4.519, 6.181
S integrated stress, use: 0.06136, 0.008913
S from E1 stress, use: 0.06084, 0.008781
Isub/Id stress, use: 0.05952, 0.008873
ideal exponent phi_it/phi_i: 2.846
exponent from energy chain: 2.846
chain tails at stress, i, it: 1.0691e-02, 2.4560e-06
local slope formula stress, use: 2.392, 2.489
local slope numerical stress, use: 2.398, 2.499
average slope stress to use: 2.486
corrected slope at mean x: 2.447
law constant K, ideal exponent: 0.3905 s mA/um
use lifetime, simple power law: 2.702e+06 s
use lifetime, direct rate law: 1.361e+06 s
use lifetime, corrected slope: 1.346e+06 s
simple, direct in years: 0.0856, 0.0431
simple/direct lifetime ratio: 1.986
scaled trap dose, fast, slow, formula: 3.0008, 3.0001, 3.0000
trap growth time exponent: 0.5993
average slope, summed damage: 2.638
mfp ratio above phi_i, trial: 0.8
exponent for it, formula, chain: 3.308, 3.311
trial error in phi_it: 0.2 eV
lifetime factor from that error: 1.34
phonon energy, rough: 0.063 eV
mean free path at 373 K: 6.999 nm
Isub/Id factor 373 K over 300 K: 0.4478
lifetime factor 373 K over 300 K: 7.479
V_D-V_Dsat stress, use: 5.5, 4.0 V
local distance phi_it/(q Em): 100.3, 137.2 nm
real flight distance phi_it: 164.0, 317.2 nm
local distance phi_i/(q Em): 35.2, 48.2 nm
real flight distance phi_i: 40.1, 58.0 nm
exponent from literal flights: 8.588
```
